# Finite-Momentum Ground State of the Antiadiabatic Peierls Polaron, part 1

(Sections cited here and not found follow in the second part.)

## First half: the limiting band and its threshold

### What dimensions and symmetry allow

Consider one electron on a chain with hopping energy $t$, whose bonds are modulated by local phonons of energy $\Omega$ with coupling energy $g$. If $\Omega$ is much the largest energy, the polaron energy can be expanded in powers of $t$ and $g$, with energy denominators that are multiples of $\Omega$. Reversing the sign of all phonon coordinates reverses $g$, so $g$ enters in even powers. Dimensions then fix the general term:

$$\frac{t^m g^{2n}}{\Omega^{m+2n-1}}=r^n\,t\left(\frac{t}{\Omega}\right)^{m+n-1},\qquad r=\frac{g^2}{\Omega t}.$$

Let $\Omega/t\to\infty$ at fixed $r$. The terms that survive have $m+n=1$: one linear in $t$ and one equal to a number times $g^2/\Omega$. The next terms are smaller by a factor $t/\Omega$.

Symmetry fixes their dependence on the crystal momentum $k$, measured in units of the inverse lattice constant. Reflection makes the energy even in $k$. Changing the sign of the electron amplitude on every second site reverses both $t$ and $g$ and shifts $k$ by $\pi$. Since the sign of $g$ is immaterial, a term that does not contain $t$ is unchanged by $k\to k+\pi$. At order $g^2$ the electron makes two coupled hops and moves at most two sites. Hence

$$E(k)=-2t\cos k+\frac{g^2}{\Omega}\left(\alpha_0+\beta\cos 2k\right),$$

with two pure numbers $\alpha_0$ and $\beta$. The curvature at $k=0$ is $2t-4\beta g^2/\Omega$. If $\beta$ is positive, the minimum must leave $k=0$ at $r=1/(2\beta)$ or earlier. The calculation below gives $\alpha_0=-4$ and $\beta=2$, and shows that the minimum leaves at $r=1/4$.

### Model and conventions

The algebra uses atomic units, so $\hbar=1$. The Hamiltonian is

$$H=-t\sum_l B_l+\Omega\sum_l b_l^\dagger b_l+g\sum_l B_l(x_l-x_{l+1}),$$

$$B_l=|l\rangle\langle l+1|+|l+1\rangle\langle l|,\qquad x_l=b_l+b_l^\dagger .$$

Here $|l\rangle$ is the electron state on site $l$, and $b_l$ removes a phonon from the oscillator on that site. The constant zero-point energy is omitted, and $t$ and $\Omega$ are positive. There is one carrier, no interaction between carriers, no disorder and no phonon hopping. The temperature is zero.

The dimensionless coordinate $x_l$ stands for a displacement $u_l=x_l/\sqrt{2M\Omega}$ of an atom of mass $M$, held at its site by a spring of stiffness $K=M\Omega^2$. If the coefficient of $B_l$ is written as $-t+\gamma(u_l-u_{l+1})$, then

$$g=\frac{\gamma}{\sqrt{2M\Omega}},\qquad \frac{g^2}{\Omega}=\frac{\gamma^2}{2M\Omega^2}=\frac{\gamma^2}{2K}.$$

The ratio $r=\gamma^2/(2Kt)$ therefore does not contain the mass. The limit taken here is that of a light atom on a given spring: $M\to0$ at fixed $K$, $\gamma$ and $t$. With positive $\gamma$, stretching a bond makes its hopping coefficient more negative. If stretching weakens the hopping, $\gamma$ is negative, and the energies are the same because they are even in $g$.

Two conversions help when parameters come from elsewhere. If the coupling is given as $\lambda=2g^2/(\Omega t)$, then $\lambda=2r$, and the limiting threshold is $\lambda=1/2$. If the hopping has the opposite sign, replace $t$ by $|t|$ and shift $k$ by $\pi$, as the symmetry above requires.

### Elimination of one virtual phonon

First collect everything that multiplies one phonon coordinate. The coordinate $x_l$ occurs with a plus sign on bond $(l,l+1)$ and with a minus sign on bond $(l-1,l)$. Its factor is

$$A_l=B_l-B_{l-1}=|l\rangle\langle l+1|+|l+1\rangle\langle l|-|l-1\rangle\langle l|-|l\rangle\langle l-1| .$$

With the unnormalized state $|u_l\rangle=|l+1\rangle-|l-1\rangle$ this becomes

$$A_l=|l\rangle\langle u_l|+|u_l\rangle\langle l| .$$

Write $T=-t\sum_lB_l$ and $X=\sum_lA_lx_l$, so that $H=\Omega N+T+gX$, where $N$ counts phonons. The total crystal momentum of electron and phonons is conserved. On a ring of $L$ sites, there is one state without phonons at each total momentum $k$:

$$|k\rangle=\frac{1}{\sqrt L}\sum_l e^{ikl}|l\rangle|\mathrm{vac}\rangle,\qquad T|k\rangle=-2t\cos k\,|k\rangle .$$

All other states of the same total momentum contain phonons. Let $Q$ project on them, and write an eigenstate as $|k\rangle+|\phi\rangle$ with $Q|\phi\rangle=|\phi\rangle$. The eigenvalue equation has two components:

$$E=-2t\cos k+g\langle k|X|\phi\rangle,$$

$$(E-QHQ)|\phi\rangle=gQX|k\rangle .$$

The hopping $T$ is absent from the coupling between the two components because it does not change the phonon number. Solving the second equation for $|\phi\rangle$ and inserting it in the first gives

$$E=-2t\cos k+g^2\langle k|X\,Q\,\frac{1}{E-QHQ}\,Q\,X|k\rangle .$$

This equation is still free of approximation. The state $X|k\rangle$ contains one phonon, because $b_l$ gives zero on the vacuum. In the limit considered, the dominant part of $E-QHQ$ in the one-phonon space is $-\Omega$. The leading contribution is therefore

$$E_2(k)=-\frac{g^2}{\Omega}\langle k|X^2|k\rangle=-\frac{g^2}{\Omega}\sum_l\langle k|A_l^2|k\rangle .$$

The last step uses $\langle\mathrm{vac}|x_lx_m|\mathrm{vac}\rangle=\delta_{lm}$: the phonon must be absorbed on the site where it was emitted.

To square $A_l$, note that $\langle l|u_l\rangle=0$ and $\langle u_l|u_l\rangle=2$. The two mixed products vanish, which leaves

$$A_l^2=|l\rangle\langle u_l|u_l\rangle\langle l|+|u_l\rangle\langle l|l\rangle\langle u_l|=2|l\rangle\langle l|+|u_l\rangle\langle u_l| .$$

Expand the second term:

$$|u_l\rangle\langle u_l|=|l+1\rangle\langle l+1|+|l-1\rangle\langle l-1|-|l+1\rangle\langle l-1|-|l-1\rangle\langle l+1| .$$

Now sum over $l$. The first term of $A_l^2$ gives 2 times the identity. The two diagonal terms of the expansion give another 2. With the translation $D|l\rangle=|l+1\rangle$, the other terms give $-D^2-D^{-2}$:

$$S=\sum_lA_l^2=4-D^2-D^{-2} .$$

Since $D|k\rangle=e^{-ik}|k\rangle$, the eigenvalue of $S$ is

$$S(k)=4-2\cos2k .$$

The limiting band follows:

$$\boxed{E(k)=-2t\cos k-\frac{4g^2}{\Omega}+\frac{2g^2}{\Omega}\cos2k .}$$

The same operator $A_l^2$ appears if the lattice is treated as an elastic medium that follows the electron at once. For the atom on site $l$ the energy is $Ku_l^2/2+\gamma A_lu_l$. Completing the square gives the lowering $-\gamma^2A_l^2/(2K)=-(g^2/\Omega)A_l^2$. This picture explains why $r$ contains the stiffness and not the mass.

### Where the sign comes from

The term in $\cos2k$ describes direct hopping between next-nearest neighbours. Its amplitude can be traced through one sequence of events. The electron starts on site $l-1$.

1. It hops to site $l$ over bond $(l-1,l)$ and emits a phonon on site $l$. The coordinate $x_l$ has a minus sign on this bond, so the amplitude is $-g$.
2. The intermediate state has an energy higher by $\Omega$, which contributes the factor $1/(-\Omega)$.
3. The electron hops to site $l+1$ over bond $(l,l+1)$ and absorbs the same phonon. On this bond $x_l$ has a plus sign, so the amplitude is $+g$.

The product is

$$(-g)\,\frac{1}{-\Omega}\,(+g)=+\frac{g^2}{\Omega}.$$

The middle site is the one shared by the two bonds, so no other site can hold the exchanged phonon at this order. The direct hop has amplitude $-t$, while the two-site hop has amplitude $+g^2/\Omega$. The first lowers the energy when neighbouring sites have equal phases. The second lowers it when sites two apart have opposite phases. A state with equal phases everywhere satisfies the first and opposes the second. For $r\le1/4$ the direct hop prevails and the phases stay equal in the lowest state. For larger $r$ the compromise is a finite phase advance per site.

The constant $-4g^2/\Omega$ comes from the processes in which the electron returns to its starting site. It can first hop left or right, and on either bond it can leave the phonon at either end. Each of these four processes contributes $-g^2/\Omega$.

The origin of the sign can be tested by changing the pattern of the coupling. Replace $x_l-x_{l+1}$ by $px_l+qx_{l+1}$. Step 1 then has amplitude $qg$ and step 3 has amplitude $pg$, so the two-site amplitude is $-pqg^2/\Omega$. The return processes give $-2(p^2+q^2)g^2/\Omega$. Three choices have the same return energy $-4g^2/\Omega$:

- Opposite signs, $p=1$ and $q=-1$, give $+g^2/\Omega$.
- Equal signs, $p=q=1$, give $-g^2/\Omega$.
- A separate oscillator on each bond, $p=\sqrt2$ and $q=0$, gives zero.

In the second case both terms of the band, $-2t\cos k$ and $-(2g^2/\Omega)\cos2k$, are lowest at $k=0$. In the third the bare cosine remains. Direct diagonalization of the full Hamiltonian, by the method described in the second half, was carried out for $r=0.45$ and $\Omega/t=2000$ in all three cases. The two-site amplitudes, divided by $t$, are 0.4496, $-0.4496$ and 0.0000, against the limiting values 0.45, $-0.45$ and 0. On a grid of eight momenta spaced by $\pi/4$, the lowest energy lies away from $k=0$ for opposite signs and at $k=0$ for the two other couplings. Phonon exchange alone is therefore not sufficient to move the minimum: the sign pattern of the coupling matters.

### Position and depth of the minimum

The band is a quadratic function of $c=\cos k$. With $\cos2k=2c^2-1$ and $g^2/\Omega=rt$,

$$\frac{E}{t}=-2c-4r+2r(2c^2-1)=4rc^2-2c-6r .$$

Completing the square gives

$$\frac{E}{t}=4r\left(c-\frac{1}{4r}\right)^2-\frac{1}{4r}-6r .$$

The variable $c$ lies between $-1$ and 1. For $r\le1/4$ the vertex $c=1/(4r)$ is not below 1, and the lowest energy is reached at $c=1$, that is, at $k=0$. For $r>1/4$ the vertex lies inside the interval, and there are two degenerate minima $\pm k^*$ with

$$\boxed{\cos k^*=\frac{1}{4r}=\frac{\Omega t}{4g^2},\qquad r>\frac14 .}$$

The well depth, defined as the energy at $k=0$ above the minimum, is the value of the squared term at $c=1$:

$$E(0)-E(k^*)=4rt\left(1-\frac1{4r}\right)^2=t\,\frac{(4r-1)^2}{4r}.$$

For the curvature, use $dc/dk=-\sin k$. At $k^*$ the derivative of $E$ with respect to $c$ vanishes, so the second derivative with respect to $k$ is $8rt\sin^2k^*$:

$$E''(k^*)=8rt\left(1-\frac1{16r^2}\right)=t\left(8r-\frac1{2r}\right).$$

Below threshold the relevant curvature is $E''(0)=2t(1-4r)$. With lattice constant $a$, the effective mass is $m^*=1/(a^2E'')$. In the limiting band it diverges as the threshold is approached from either side. At $r=1/4$ the quadratic term is absent. There $E/t$ equals $(c-1)^2$ plus a constant, and $1-c\approx k^2/2$, so the energy rises as $tk^4/4$.

Just above threshold, $1-\cos k^*\approx k^{*2}/2$ gives $k^*\approx\sqrt{2(4r-1)}$. The momentum is continuous but starts with infinite slope. At fixed $t$ and $\Omega$, the lowest energy is $-t(2+2r)$ below threshold and $-t[6r+1/(4r)]$ above it. At $r=1/4$ both expressions have the value $-2.5t$ and the slope $-2t$ in $r$. Their second derivatives are 0 and $-t/(2r^3)=-32t$. The change of ground state thus appears as a jump in the second derivative of the energy.

For large $r$ the minimum tends to $k^*=\pi/2$, where the nearest-neighbour term contributes nothing. This end of the formula has its own condition. The expansion requires $g^2/\Omega^2=rt/\Omega\ll1$, so $r$ may be large compared with 1 but must remain small compared with $\Omega/t$.

## Second half: finite phonon energy, numerical values and limits of use

### Results carried over

The electron hops with energy $t$ on a chain of lattice constant $a$. The phonon energy is $\Omega$, the coupling is $g$, and $r=g^2/(\Omega t)$. The coordinate $x_l=b_l+b_l^\dagger$ multiplies $gA_l$, with

$$A_l=|l\rangle\langle u_l|+|u_l\rangle\langle l|,\qquad |u_l\rangle=|l+1\rangle-|l-1\rangle .$$

The bare hopping is $T$, the phonon number is $N$, and $X=\sum_lA_lx_l$. The translation is $D|l\rangle=|l+1\rangle$. The sum $S=\sum_lA_l^2=4-D^2-D^{-2}$ has eigenvalue $S(k)=4-2\cos2k$. For $\Omega/t\to\infty$ at fixed $r$, the band is $-2t\cos k-g^2S(k)/\Omega$. Its minimum leaves $k=0$ at $r=1/4$ and then lies at $\cos k^*=1/(4r)$. With $Q$ projecting on states that contain phonons, the energy obeys

$$E=-2t\cos k+g^2\langle k|XQ\frac1{E-QHQ}QX|k\rangle .$$

In the limit $\Omega/t\to\infty$ at fixed $r$, the band minimum stays at $k=0$ up to $r=1/4$ and then moves to $\cos k^*=1/(4r)$. What remains is the correction for finite phonon energy, the numerical check with a worked set of parameters, and the limits of use.
